\section*{Long-range decay of force constants in insulators and simple metals}

\section{Result}

Let $\Phi_{\alpha\beta}(\mathbf d)=\partial^2E/\partial u_{1\alpha}\partial u_{2\beta}$ be the harmonic force constant between atom 1 and a different atom 2 displaced from it by $\mathbf d$. Hartree atomic units are used. In a cubic insulator with electronic permittivity $\varepsilon$, Born charges $Z_i$ and tetrahedral atomic sites,
\begin{equation}
\Phi_{xx}\simeq\frac1\varepsilon\left[-Z_1Z_2\,\partial_x^2+(Q_1Z_2-Z_1Q_2)\,\partial_x\partial_y\partial_z+Q_1Q_2\,\partial_y^2\partial_z^2\right]\frac1d ,
\label{ins}
\end{equation}
where $Q_i$ is the dynamical quadrupole. The terms fall as $d^{-3}$, $d^{-4}$ and $d^{-5}$. In the diamond structure $Z_i=0$, and the third term leads. When $Z_i\neq0$, two further terms, not written here, have the same order as the third: a dipole-octupole term, and a dipole-dipole term corrected by the direction-dependent $q^4$ part of the dielectric response.

In a simple metal with a spherical Fermi surface at zero temperature, with $K=2k_F$ and $\theta=Kr$, the longitudinal constant is
\begin{equation}
\Phi_L\simeq\frac{K^2B}{r^3}\left[\cos\theta-\frac{6+4C(\theta)}{\theta}\sin\theta\right],\qquad B=\frac{k_F\,w(K)^2}{4\pi^3\varepsilon(K)^2}.
\label{met}
\end{equation}
Here $w$ is the bare local pseudopotential, $\varepsilon(q)$ the static dielectric function of the electron gas in the random-phase approximation, within which \eqref{met} is derived, and $C$ a slowly varying coefficient found below.

All these laws follow from one fact: the decay in real space is set by the points where the force constants are not analytic in the wave vector $\mathbf q$.

\section{Insulators}

\subsection{The singular term at small wave vector}

Displace one atom by a unit length along $\alpha$, keeping the macroscopic electric field zero. The induced charge, measured from the atom's site, has the Fourier transform
\begin{equation}
\rho_\alpha(\mathbf q)=\int\rho_\alpha(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r=-iq_\alpha Z-\tfrac12q_\beta q_\gamma Q_{\alpha,\beta\gamma}+\dots
\label{rho}
\end{equation}
There is no constant term because the displacement creates no net charge. The dipole is $Z$, a scalar at a cubic site, and $Q_{\alpha,\beta\gamma}=\int r_\beta r_\gamma\rho_\alpha\,d^3r$.

Now let the field respond. For a displacement wave $u$ with macroscopic potential $V$, the energy function per cell of volume $\Omega$ is
\begin{equation}
\mathcal F=\tfrac12D|u|^2+\mathrm{Re}(\rho^*u^*V)-\frac{\Omega\varepsilon q^2}{8\pi}|V|^2 ,
\end{equation}
where $D$ is the zero-field force constant. Stationarity in $V$ gives Poisson's equation, $\varepsilon q^2V=4\pi\rho u/\Omega$. Inserting it, the coupling term gives $4\pi|\rho u|^2/(\Omega\varepsilon q^2)$ and the field term removes half of that. Hence
\begin{equation}
\mathcal F=\tfrac12\left[D+\frac{4\pi|\rho|^2}{\Omega\varepsilon q^2}\right]|u|^2 .
\label{sing}
\end{equation}
For two atoms $|\rho|^2$ becomes $\rho_{1\alpha}\rho_{2\beta}^*$. The assumption is that $D$ is analytic in $\mathbf q$, as for an insulator whose exchange and correlation are short-ranged; van der Waals forces are left out.

If $f(\mathbf q)$ is homogeneous of degree $n$ and not analytic at $\mathbf q=0$, the substitution $\mathbf q=\mathbf k/d$ gives
\begin{equation}
\int f(\mathbf q)e^{i\mathbf q\cdot\mathbf d}d^3q=d^{-3-n}\int f(\mathbf k)e^{i\mathbf k\cdot\hat{\mathbf d}}d^3k ,
\end{equation}
understood as a generalized function. An analytic periodic function can be integrated by parts any number of times and decays faster than any power. Two dipoles give $n=0$, a dipole and a quadrupole $n=1$, two quadrupoles $n=2$.

For the amplitudes, use $\int 4\pi q^{-2}e^{i\mathbf q\cdot\mathbf d}d^3q/(2\pi)^3=1/d$ and replace $i\mathbf q$ by $\nabla$. In $\rho_1$ this gives $-Z_1\partial_\alpha+\frac12Q_1\partial\partial$. In $\rho_2^*$ the sign of the odd term is reversed:
\begin{equation}
\Phi_{\alpha\beta}(\mathbf d)=\left[Z_2\partial_\beta+\tfrac12Q_{2\beta,\mu\nu}\partial_\mu\partial_\nu\right]\left[-Z_1\partial_\alpha+\tfrac12Q_{1\alpha,\gamma\delta}\partial_\gamma\partial_\delta\right]\frac1{\varepsilon d}.
\label{multi}
\end{equation}

\subsection{Polar crystals and their first correction}

The leading term of \eqref{multi} is the screened dipole interaction,
\begin{equation}
\Phi_{\alpha\beta}=\frac{Z_1Z_2}{\varepsilon d^3}\left(\delta_{\alpha\beta}-3\hat d_\alpha\hat d_\beta\right).
\end{equation}
Along $[100]$ it is $-2Z_1Z_2/(\varepsilon d^3)$ for $xx$ and $+Z_1Z_2/(\varepsilon d^3)$ for $yy$.

To find the correction we need the form of $Q$ at a tetrahedral site. A twofold rotation about $x$ reverses $y$ and $z$, so a surviving component has an even number of indices $y$ and $z$ together. The rotations about $y$ and $z$ give the corresponding conditions. With three indices in all, each of $x,y,z$ must then occur once. The threefold axes and the symmetry in the last two indices make these components equal, so $Q_{\alpha,\beta\gamma}=Q|\epsilon_{\alpha\beta\gamma}|$ and $\frac12Q_{x,\beta\gamma}\partial_\beta\partial_\gamma=Q\,\partial_y\partial_z$. Equation \eqref{multi} becomes \eqref{ins}, and the correction is
\begin{equation}
\Phi^{(4)}_{xx}=\frac{Q_1Z_2-Z_1Q_2}{\varepsilon}\,\partial_x\partial_y\partial_z\frac1d=-\frac{15\,(Q_1Z_2-Z_1Q_2)}{\varepsilon}\,\frac{xyz}{d^7}.
\end{equation}
It vanishes for two atoms of the same sublattice, where the charges and quadrupoles are equal. This agrees with $\Phi_{xx}(\mathbf d)=\Phi_{xx}(-\mathbf d)$ for equivalent atoms, which forbids odd terms. For opposite sublattices it can survive. Along $[111]$ the leading $xx$ term is zero, since $3\hat d_x^2=1$, and the $d^{-4}$ term then leads for this component.

When mobile carriers are present, the dipolar $d^{-3}$ law holds only at distances short compared with their screening length. Static screening replaces $\varepsilon q^2$ by $\varepsilon q^2+\kappa^2$ at small $q$ with $\kappa^2>0$. The denominator no longer vanishes at $\mathbf q=0$, and the dipolar singularity is gone. The dipole interaction is cut off beyond the screening length $\sqrt\varepsilon/\kappa$. If the carriers are degenerate, their Fermi surface still leaves an oscillating tail of the kind found below for metals.

\subsection{The diamond structure}

Inversion about a bond centre exchanges the sublattices. It leaves a second-rank tensor unchanged, so $Z_A=Z_B$. A rigid translation of the crystal produces no polarization, so $Z_A+Z_B=0$. Both charges vanish. It is this symmetry that removes the dipoles; being an elemental crystal does not suffice by itself. The third-rank quadrupole changes sign under inversion, so $Q_B=-Q_A$ and it may be nonzero.

What remains is $\Phi_{xx}=\pm(Q^2/\varepsilon)\,\partial_y^2\partial_z^2(1/d)$, with plus for equal and minus for opposite sublattices. The derivatives are taken in turn:
\begin{align}
\partial_z^2\frac1d&=-\frac1{d^3}+\frac{3z^2}{d^5},\\
\partial_y^2\partial_z^2\frac1d&=\frac3{d^5}-\frac{15(y^2+z^2)}{d^7}+\frac{105\,y^2z^2}{d^9}.
\label{quart}
\end{align}
Along $[100]$, where $y=z=0$, the same-sublattice constant is
\begin{equation}
\Phi_{xx}=\frac{3Q^2}{\varepsilon d^5}.
\end{equation}
For $\Phi_{yy}$ the operator is $\partial_x^2\partial_z^2$. With $x=d$, \eqref{quart} gives $3-15=-12$, so
\begin{equation}
\Phi_{yy}=-\frac{12Q^2}{\varepsilon d^5}.
\end{equation}
The transverse constant is four times the longitudinal one in size.

The first correction comes from the octupole $O_{\alpha,\beta\gamma\delta}=\int r_\beta r_\gamma r_\delta\rho_\alpha\,d^3r$, which adds $+\frac i6q_\beta q_\gamma q_\delta O_{\alpha,\beta\gamma\delta}$ to \eqref{rho}. Its product with a quadrupole has degree $n=3$ and gives $d^{-6}$. For a diagonal component on the same sublattice this odd term is forbidden by the evenness noted above, and the correction starts at $d^{-7}$.

\subsection{Test on a discrete dielectric}

Equation \eqref{multi} was tested on a network of capacitors along the bonds of a diamond lattice, with displacement-induced charges on its nodes. The lattice Poisson equation was solved at all wave vectors of a periodic grid and transformed to real space, so the power laws had to emerge by themselves. Each source carried either a unit dipole alone or a unit quadrupole alone, with $\varepsilon=3$. The local exponents between two distances $r$ and $2r$ are 2.97, 4.01 and 4.95 for the dipole-dipole, dipole-quadrupole and quadrupole-quadrupole cases quoted here. The amplitudes were read from the same two distances, with the expected power multiplied out and a relative $r^{-2}$ correction removed. The $xx$ amplitudes along $[100]$ are $-0.666$ for dipoles, against $-2/3$, and $0.989$ for quadrupoles, against $1$. The dipole-quadrupole amplitude along $[111]$, for $Q_1=Z_2=1$ and $Z_1=Q_2=0$, is $-0.965$, against $-0.962$. The sign reversal between sublattices is also confirmed.

\section{Metals}

\subsection{Why the oscillation decays as a power}

The static density response to a weak point potential follows from $\delta G=GVG$. Integrating the Green function $G$ along the vertical line $E=\mu+i\omega$ through the Fermi energy, with two spins, gives
\begin{equation}
\chi(r)=2\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}G(r,\mu+i\omega)^2=\frac2\pi\,\mathrm{Re}\int_0^\infty G(r,\mu+i\omega)^2\,d\omega .
\end{equation}
At large $r$ small $\omega$ dominates. There $k\simeq k_F+i\omega/v_F$, so $G^2\propto e^{2ik_Fr}e^{-2\omega r/v_F}$, and the integral supplies $v_F/(2r)$. For free electrons in three dimensions $G=-e^{ikr}/(2\pi r)$ and $v_F=k_F$, so
\begin{equation}
\chi(r)\simeq\frac2\pi\,\frac1{4\pi^2r^2}\,\frac{k_F}{2r}\cos2k_Fr=\frac{k_F}{4\pi^3}\frac{\cos2k_Fr}{r^3}.
\label{bare}
\end{equation}

The exponent depends on the shape of the Fermi surface. For a cylinder the wave spreads in a plane and $G^2\propto1/r$; for parallel planes it does not spread. With the factor $1/r$ from the energy integral, the bare response falls as $r^{-2}$ and $r^{-1}$. Direct quadrature confirms the three laws. The planar case is a limit: perfect nesting makes $\chi(q)$ diverge at $2k_F$, and second-order theory for the lattice then fails.

At temperature $T$ the integral over $\omega$ becomes a sum over $\omega_n=(2n+1)\pi k_BT$:
\begin{equation}
2\pi k_BT\sum_{n\ge0}e^{-2\omega_nr/v_F}=\frac{\pi k_BT}{\sinh x}=\frac{v_F}{2r}\,\frac{x}{\sinh x},\qquad x=\frac{2\pi k_BT\,r}{v_F}.
\end{equation}
In the absence of scattering, the leading oscillation is thus multiplied by $x/\sinh x$. For $x\gg1$ the decay is exponential, with length $v_F/(2\pi k_BT)$.

\subsection{The screened pair potential}

To second order in the pseudopotential, in the random-phase approximation, ions of valence $Z$ interact through a pair potential $\phi(r)$ with transform
\begin{equation}
F(q)=\frac{4\pi Z^2}{q^2}-\frac{w(q)^2P(q)}{\varepsilon(q)},\qquad \varepsilon=1+\frac{4\pi P}{q^2},
\end{equation}
where $P=-\chi(q)$ is the Lindhard function. With $t=q/K$,
\begin{equation}
P=\frac{k_F}{\pi^2}\left[\frac12+\frac{1-t^2}{4t}\ln\left|\frac{1+t}{1-t}\right|\right].
\end{equation}
At small $q$, $w\to-4\pi Z/q^2$ and the two $q^{-2}$ terms of $F$ cancel. The remainder is even and analytic, so no power-law tail comes from $q=0$. The singularity is at $q=K$.

Put $s=(q-K)/K$ and $L=\ln|s|$. Since $(1-t^2)/(4t)=-\frac s2(1-\frac s2+\dots)$,
\begin{equation}
P=\frac{k_F}{\pi^2}\left[\frac12+\frac s2(L-\ln2)-\frac{s^2}4L+\dots\right],
\end{equation}
up to analytic terms of order $s^2$. Now expand $g=qw^2P/\varepsilon$ about the value $P_0=k_F/2\pi^2$. Its derivatives in $P$ are $qw^2/\varepsilon^2$ and $-2qw^2(4\pi/q^2)/\varepsilon^3$. Define
\begin{equation}
\eta=\frac{\varepsilon(K)-1}{\varepsilon(K)},\qquad \nu=\frac{d}{d\ln q}\ln\frac{qw^2}{\varepsilon^2}\bigg|_{q=K,\,P=P_0}=1+2\frac{d\ln|w|}{d\ln q}+4\eta .
\end{equation}
At $q=K$, $(4\pi/K^2)(k_F/\pi^2)=2(\varepsilon-1)$, so the non-analytic part of $g$ is
\begin{equation}
g_s=\frac{k_FKw^2}{\pi^2\varepsilon^2}\left\{\frac{sL}2+s^2\left[aL-\frac\eta2L^2\right]\right\},\qquad a=\frac\nu2-\frac14+\eta\ln2 .
\label{gs}
\end{equation}
In $a$, the first term is the slope of the prefactor, the second comes from $P$ itself, and the third from the cross term in $(L-\ln2)^2$.

The Fourier integrals follow from
\begin{equation}
\int_{-\infty}^\infty|y|^\lambda e^{iyr}dy=-2\sin\frac{\pi\lambda}2\,\Gamma(1+\lambda)\,r^{-1-\lambda}
\end{equation}
by differentiating in $\lambda$, and in $r$ for the odd case. With $y=Ks$ and Euler's constant $\gamma_E$,
\begin{align}
\int sL\,e^{iyr}dy&=-\frac{i\pi}{Kr^2},\qquad \int s^2L\,e^{iyr}dy=\frac{2\pi}{K^2r^3},\\
\int s^2L^2e^{iyr}dy&=\frac{4\pi}{K^2r^3}\left[\tfrac32-\gamma_E-\ln\theta\right].
\end{align}
Insert these in $\phi=(2\pi^2r)^{-1}\int_0^\infty qF\sin qr\,dq$, where $qF$ contains $-g_s$. The first integral is imaginary and gives $\cos\theta$; the others are real and give $\sin\theta$:
\begin{equation}
\phi\simeq\frac B{r^3}\left[\cos\theta-\frac{4C}\theta\sin\theta\right],\quad C=\frac\nu2-\frac14+\eta\left[\ln2\theta-\tfrac32+\gamma_E\right].
\label{phi}
\end{equation}
As a check, set $w=1$ and $\eta=0$. Then $\nu=1$, $C=\frac14$, and the bracket is $\cos\theta-\sin\theta/\theta$, with the amplitude of \eqref{bare}.

\subsection{Force constants}

For a central potential $\Phi_L=-\phi''$ and $\Phi_T=-\phi'/r$. From the leading term,
\begin{equation}
-\frac{d^2}{dr^2}\frac{\cos Kr}{r^3}=\frac{K^2\cos Kr}{r^3}-\frac{6K\sin Kr}{r^4}+O(r^{-5}).
\end{equation}
The correction in \eqref{phi} contributes $-4CKB\sin\theta/r^4$, since the slow change of $C$ enters at higher order. Their sum is \eqref{met}. One derivative gives
\begin{equation}
\Phi_T\simeq\frac{KB}{r^4}\left[\sin\theta+\frac{3+4C}\theta\cos\theta\right].
\end{equation}
The transverse constant is smaller than the longitudinal one by $1/\theta$, the order of the first longitudinal correction.

\section{Numbers}

\subsection{The metal and its first correction}

Take valence 3, $k_F=0.9$ bohr$^{-1}$ and an empty-core pseudopotential $w=-4\pi Z\cos(qr_c)/q^2$ with $r_c=1.2$ bohr. These are round model parameters. Then $w(K)=6.466$ hartree bohr$^3$ and $\varepsilon(K)=1.177$, so
\begin{equation}
B=\frac{0.9\times6.466^2}{4\pi^3\times1.177^2}=0.219\ \text{hartree bohr}^3,\qquad K^2B=0.710\ \text{hartree bohr}.
\end{equation}
Quadrature of the full pair potential near 200 bohr gives a cosine amplitude of 0.709 for $r^3\Phi_L$.

For the correction, $\eta=0.177/1.177=0.150$. With $Kr_c=2.16$, $d\ln|w|/d\ln q=-2-2.16\tan2.16=1.23$, so $\nu=1+2.46+0.60=4.06$ and
\begin{equation}
C=1.78+0.150\,(\ln2\theta-0.923).
\end{equation}
The quadrature samples one period starting at 200 bohr. At its middle, $\theta\simeq363$ and $C=2.63$, and \eqref{met} predicts a sine amplitude of $-0.710\times16.5/363=-0.0323$ hartree bohr. The quadrature gives $-0.0323$.

At 20 bohr the correction decides the sign. There $\theta=36$, $\cos\theta=-0.128$, $\sin\theta=-0.992$ and $C=2.29$. The envelope is $0.710/20^3=8.87\times10^{-5}$ hartree/bohr$^2$, and
\begin{equation}
\Phi_L\simeq8.87\times10^{-5}\left[-0.128+\frac{15.1}{36}\times0.992\right]=2.6\times10^{-5}.
\end{equation}
The full quadrature gives $2.7\times10^{-5}$, whereas the leading term alone gives $-1.1\times10^{-5}$. The distance lies close to a node of the cosine, and the correction shifts the node. At 40 bohr the leading term is $-1.07\times10^{-5}$, the corrected value $-1.13\times10^{-5}$ and the quadrature $-1.12\times10^{-5}$. The correction equals the leading amplitude at $\theta\approx15$, or about 8 bohr, and the expansion is of no use at shorter distances.

\subsection{Comparison of the three classes}

Let the polar crystal have $|Z|=2$ and $\varepsilon=6$, and the diamond-type crystal $Q=12\,e\,$bohr and $\varepsilon=12$. For atoms of the same sublattice 20 bohr apart along $[100]$, the leading terms are
\begin{align}
\text{polar, longitudinal:}\quad&-\frac{2\times2^2}{6\times20^3}=-1.67\times10^{-4},\\
\text{diamond-type, transverse:}\quad&-\frac{12\times12^2}{12\times20^5}=-4.5\times10^{-5}
\end{align}
in hartree/bohr$^2$. These are $-1.6\times10^{-2}$ and $-4.4\times10^{-3}$ eV/\AA$^2$; the metallic envelope is $8.6\times10^{-3}$ eV/\AA$^2$. Doubling the distance divides the polar constant and the metallic envelope by 8, and the quadrupolar constant by 32.

For the same components along $[100]$, the distance at which each envelope reaches $10^{-6}$ hartree/bohr$^2$ follows by inverting the power laws:
\begin{align}
r_{\rm polar}&=(1.333\times10^6)^{1/3}=110\ \text{bohr},\\
r_{\rm diamond}&=(1.44\times10^8)^{1/5}=43\ \text{bohr},\\
r_{\rm metal}&=(0.710\times10^6)^{1/3}=89\ \text{bohr}.
\end{align}
These ranges depend on the chosen parameters. Doubling $Q$ multiplies the quadrupolar range by $2^{2/5}=1.32$, and doubling $|Z|$ multiplies the polar range by $2^{2/3}=1.59$. At fixed $k_F$, and as long as the leading term dominates, the metallic range varies as $|w(K)|^{2/3}$. It therefore shortens as a zero of $w$ approaches $K$, but it does not shrink to nothing: close to the zero, higher terms that depend on the slope of $w$ take over and set the range.

For the metal at 300 K the thermal length is 151 bohr. At 89 bohr, $x=0.59$ and $x/\sinh x=0.94$, so thermal smearing of the occupations alone lowers the leading oscillation there by about 6 per cent. Scattering by phonons is left out of this estimate. A mean free path $\ell$ damps each Green function by $e^{-r/2\ell}$, and so multiplies the averaged oscillation by about $e^{-r/\ell}$. With $\ell=300$ bohr, roughly the value for aluminium at room temperature, this factor is 0.74 at 89 bohr, so scattering is then the larger effect. This is a rough estimate that treats phonon scattering as elastic, and it concerns the average over thermally displaced lattices; the harmonic constants of the ideal crystal carry no such factor. The remaining comparisons are in the numerical output.

\section*{Computed values}
\begin{verbatim}
NETWORK TEST, Z=1, Q=1, eps=3, lattice constant=1
dipole-dipole xx [100]: amplitude -0.6661, formula -0.6667, local exponent 2.971
dipole-dipole xx [010]: amplitude 0.3330, formula 0.3333, local exponent 3.000
quadrupole-dipole xx [111]: amplitude -0.9646, formula -0.9623, local exponent 4.006
quadrupole-quadrupole xx [100]: amplitude 0.9893, formula 1.0000, local exponent 4.946
quadrupole-quadrupole xx [010]: amplitude -3.9905, formula -4.0000, local exponent 4.996
quadrupole-quadrupole xy [110]: amplitude -2.5223, formula -2.5000, local exponent 4.976
opposite sublattices, network/formula at r=12.26: 0.9970
BARE RESPONSE, quadrature/asymptote for planes, cylinder, sphere:
  0.9999  1.0000  1.0000
ring amplitude of r*response: 1001 sites -0.17759, 3003 sites -0.18923
  extrapolated to infinite length -0.19505, formula -0.19641
thermal damping factor at x=2.467: 0.4216, x/sinh(x)=0.4215
METAL: valence 3, kF 0.9 bohr^-1, core radius 1.2 bohr
w(2kF) = 6.4659 hartree bohr^3, eps(2kF) = 1.1768
B = 0.21905 hartree bohr^3; quadrature near 200 bohr 0.21910
longitudinal 4kF^2 B = 0.70973 hartree bohr; quadrature 0.70890
  its out-of-phase (sine) part near 200 bohr: -0.03231 hartree bohr
transverse 2kF B = 0.39430 hartree bohr^2; quadrature 0.39368
EXAMPLE: polar Z=2 e, eps=6; diamond-type Q=12 e bohr, eps=12
1 hartree/bohr^2 = 97.174 eV/angstrom^2
r = 20 bohr, force constants in hartree/bohr^2:
  polar longitudinal [100] -1.667e-04 (-1.620e-02 eV/angstrom^2)
  diamond-type [100] longitudinal 1.125e-05, transverse -4.500e-05
  diamond-type transverse -4.373e-03 eV/angstrom^2
  metal longitudinal envelope 8.872e-05 (8.621e-03 eV/angstrom^2)
  metal asymptote -1.135e-05, full quadrature 2.738e-05
r = 40 bohr, force constants in hartree/bohr^2:
  polar longitudinal [100] -2.083e-05 (-2.024e-03 eV/angstrom^2)
  diamond-type [100] longitudinal 3.516e-07, transverse -1.406e-06
  diamond-type transverse -1.367e-04 eV/angstrom^2
  metal longitudinal envelope 1.109e-05 (1.078e-03 eV/angstrom^2)
  metal asymptote -1.073e-05, full quadrature -1.121e-05
range where the envelope falls to 1e-06 hartree/bohr^2:
  polar 110.1 bohr, diamond-type 42.8 bohr, metal (T=0) 89.2 bohr
thermal length vF/(2 pi kB T) at 300 K: 150.8 bohr
\end{verbatim}
